# Gate shift of graphene's Dirac point beneath a grounded metal

## Problem

A graphene sheet lies under a wide, grounded metal contact, separated from it by a vacuum gap $d=0.3$ nm. Below the graphene is silicon dioxide of thickness $t=300$ nm and relative permittivity $\varepsilon=3.9$, and below the oxide is a gate.

(a) Show that raising the gate voltage by one volt shifts the Dirac point, measured from the metal's Fermi level, by at most about 4 meV.

(b) Find the actual shift when the metal dopes the graphene. Take a work-function offset of 0.5 eV and a Dirac velocity $v=10^6$ m/s.

The point considered is far from the edges of the contact, so all fields are vertical. Work functions, interface dipoles and trapped charges are assumed not to respond to the gate. Gaussian units are used, with $e>0$, so an electron has charge $-e$. Energies are in eV and lengths in nm, for which $e^2=1.4400$ eV nm and $\hbar v=0.6582$ eV nm.

## First estimate by scaling

Suppose that the graphene neither absorbs field lines nor takes an appreciable part of the gate voltage. A voltage change $\Delta V$ then changes the oxide field by $\Delta V/t$. If the charge of the sheet does not change, the displacement changes by the same amount on both sides of it, so the field in the vacuum gap changes by $\varepsilon\,\Delta V/t$. Over the distance $d$ this moves the electron energy at the graphene by

$$
|\Delta E_D|\sim e\Delta V\,\frac{\varepsilon d}{t}
=1\ \text{eV}\times\frac{1.17\ \text{nm}}{300\ \text{nm}}=3.9\ \text{meV}.
$$

The metal is electrically very close: the oxide is equivalent to $t/\varepsilon\approx77$ nm of vacuum, the gap to 0.3 nm.

Scaling also tells when the graphene's own charge matters. The cone has a density of states proportional to $|E_D|/(\hbar v)^2$. Its screening strength, an inverse length, is therefore of order $e^2|E_D|/(\hbar v)^2$, to be compared with $1/d$. The two are comparable at

$$
|E_D|\sim\frac{(\hbar v)^2}{e^2d}\approx1\ \text{eV},
$$

up to a numerical factor that scaling cannot supply. That factor decides whether doping by a few tenths of an eV is important.

## Exact solution within the model

### Aligning the levels

Put the metal's Fermi level at zero. Let $E_D$ be the Dirac energy and $W_g$ the work function of neutral graphene, so that the vacuum level at the sheet is $E_D+W_g$. Define $U$ as the local vacuum level minus $W_g$. Then:

- at the graphene, $U=E_D$;
- at the metal, $U=\Delta$, the metal's work function minus $W_g$, corrected by the fixed interface dipole;
- at the gate, $U=-eV$.

In the last line, $V$ is the applied voltage with a constant absorbed into its zero. The constant contains the gate's work function and the fixed dipoles at the oxide surfaces. It has no influence on a voltage difference.

### Gauss's law at the sheet

Let $z$ point upward, from gate to metal. The electrostatic potential is $-U/e$ plus a constant, so the electric field is $\mathcal E=(1/e)\,dU/dz$. In the two layers

$$
\mathcal E_{\rm gap}=\frac{\Delta-E_D}{ed},\qquad
\mathcal E_{\rm ox}=\frac{E_D+eV}{et}.
$$

Let $n$ be the net density of electrons, negative for holes. The sheet charge is $-en$, and Gauss's law reads $\mathcal E_{\rm gap}-\varepsilon\mathcal E_{\rm ox}=-4\pi en$. Multiplication by $-e$ gives

$$
4\pi e^2n(E_D)=\frac{E_D-\Delta}{d}+\frac{\varepsilon(E_D+eV)}{t}. \tag{1}
$$

Fixed trapped charge would add a constant to (1), which drops out of the next step.

### The bound

Assume first that the graphene exchanges electrons with the metal and shares its Fermi level. Write (1) for gate voltages $V$ and $V+\Delta V$, with $\Delta V>0$, and subtract. With

$$
g=\frac1d+\frac{\varepsilon}{t},\qquad \Delta E_D=E_D(V+\Delta V)-E_D(V),
$$

the result is

$$
4\pi e^2\,\Delta n=g\,\Delta E_D+\frac{\varepsilon}{t}\,e\Delta V. \tag{2}
$$

If the bands rise rigidly at a fixed Fermi level, the occupation of each state falls or stays the same. Hence $n$ cannot increase when $E_D$ increases, at any temperature.

Suppose that $\Delta E_D\ge0$. The left side of (2) is then zero or negative while the right side is positive, a contradiction. So $\Delta E_D<0$: a positive gate step lowers the Dirac point. It follows that $\Delta n\ge0$, the right side of (2) is not negative, and

$$
|\Delta E_D|\le e\Delta V\,\frac{\varepsilon/t}{1/d+\varepsilon/t}
=e\Delta V\,\frac{\varepsilon d}{t+\varepsilon d}, \tag{3}
$$

where numerator and denominator were multiplied by $td$. For one volt,

$$
|\Delta E_D|\le1\ \text{eV}\times\frac{1.17}{301.17}=3.885\ \text{meV}
=6.22\times10^{-15}\ \text{erg}.
$$

This answers (a). The shape of the density of states was not used, nor was the gate step assumed small.

If the graphene instead keeps a fixed charge, $\Delta n=0$ and (2) gives equality in (3). The Dirac point then moves relative to the metal but not relative to the graphene's own Fermi level, which moves with it. If the transferred charge lies between zero and its equilibrium value, (2) places the shift between the two cases, so the bound still holds.

### The charge of the cone

For part (b) the function $n(E_D)$ is needed. Two spins and two valleys give four states per allowed wave vector. At zero temperature a filled circle of radius $k$ holds

$$
4\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{\pi}
$$

electrons per area. With $k=|E_D|/(\hbar v)$,

$$
n=-\operatorname{sgn}(E_D)\frac{E_D^2}{\pi(\hbar v)^2}. \tag{4}
$$

The sign says that a Dirac point above the Fermi level means holes. A count of states in the nearest-neighbour honeycomb band, up to the energy found below, agrees with the cone to a ratio of 1.00.

For $E_D>0$, insertion of (4) into (1) gives

$$
-\frac{4e^2}{(\hbar v)^2}E_D^2=gE_D-\frac{\Delta}{d}+\frac{\varepsilon eV}{t}.
$$

Define $a=4e^2/(\hbar v)^2$ and $F=\Delta/d-\varepsilon eV/t$. Then $aE_D^2+gE_D=F$, whose positive root is

$$
E_D=\frac{-g+\sqrt{g^2+4aF}}{2a}=\frac{2F}{g+\sqrt{g^2+4aF}}. \tag{5}
$$

The second form follows on multiplying above and below by $g+\sqrt{g^2+4aF}$. If $F<0$, the same equation holds for $|E_D|$ and $|F|$, and $E_D$ is negative.

### The shift of doped graphene

Differentiate (1). From (4), $dn/dE_D=-2|E_D|/[\pi(\hbar v)^2]$ for either sign of $E_D$, so

$$
-q\,dE_D=g\,dE_D+\frac{\varepsilon}{t}\,e\,dV,\qquad
q=\frac{8e^2|E_D|}{(\hbar v)^2},
$$

and therefore

$$
-\frac{dE_D}{d(eV)}=\frac{\varepsilon/t}{1/d+\varepsilon/t+q}. \tag{6}
$$

The inverse length $q$ represents the quantum capacitance: filling graphene states requires a shift of the cone, and the charge placed there screens the gate.

For $\Delta=0.5$ eV and $V=0$, the constants are $a=13.30\ \text{eV}^{-1}\text{nm}^{-1}$, $g=3.346$ nm$^{-1}$ and $F=0.5/0.3=1.667$ eV/nm. Equation (5) gives

$$
E_D=\frac{3.333}{3.346+\sqrt{11.20+88.6}}\ \text{eV}=0.2499\ \text{eV}.
$$

The graphene holds $4.6\times10^{12}$ holes per cm$^2$. At this energy $q=6.645$ nm$^{-1}$, about twice $1/d$, and

$$
-\frac{dE_D}{d(eV)}=\frac{0.0130}{3.346+6.645}=1.30\times10^{-3}.
$$

Solving (5) at both ends of the volt gives 0.24992 eV and 0.24861 eV, a downward shift of 1.30 meV. This answers (b): the shift is one third of the bound.

The induced charge shows where the rest of the gate's effect goes. For a small downward shift $s=-dE_D$, the electrons added to the graphene contribute $qs$ to $4\pi e^2$ times the induced density. Those added to the metal contribute $s/d$, because the gap field changes by $s/(ed)$. The graphene's share is therefore

$$
\frac{q}{q+1/d}.
$$

Over the full volt, $7.2\times10^{10}$ electrons per cm$^2$ are induced, 66.5% of them on the graphene. The metal fixes the Dirac point closely, yet here most of the induced charge sits on the sheet.

## Comparison

The scaling estimate, 3.90 meV, exceeds the bound, 3.885 meV, by the factor $1+\varepsilon d/t=1.0039$. The estimate let the whole gate voltage fall across the oxide, whereas a small part falls across the gap. It is good because $\varepsilon d\ll t$. In the opposite limit, $t\ll\varepsilon d$, it would exceed $e\Delta V$, while (3) correctly saturates at $e\Delta V$.

The scaling of the screening was less successful. Equation (6) supplies the missing factor of 8: setting $q=1/d$ gives

$$
|E_D|=\frac{(\hbar v)^2}{8e^2d}=0.125\ \text{eV},
$$

not 1 eV. Doping by 0.25 eV thus lies in the range where the graphene screens strongly.

**Neutral graphene.** With $\Delta=0$ and $V=0$ the sheet starts neutral, and at zero temperature $q$ starts from zero. For one volt, $a|E_D|^2+g|E_D|=0.0130$ eV/nm gives $|E_D|=3.83$ meV, slightly below the bound. For a step of 0.01 V the shift is 0.99985 of the corresponding bound.

**Temperature.** At $T>0$, with $f$ the Fermi function about zero energy,

$$
n=\frac{2}{\pi(\hbar v)^2}\int_0^\infty\epsilon\,[f(\epsilon+E_D)-f(\epsilon-E_D)]\,d\epsilon .
$$

Differentiation with respect to $E_D$ and one integration by parts give

$$
\frac{dn}{dE_D}=-\frac{2k_BT}{\pi(\hbar v)^2}
\left[\ln(1+e^{-E_D/k_BT})+\ln(1+e^{E_D/k_BT})\right].
$$

At neutrality the bracket is $2\ln2$, so $q=16e^2k_BT\ln2/(\hbar v)^2$. At 300 K this is 0.953 nm$^{-1}$, and the one-volt shift from neutrality falls to 3.02 meV.

In the doped example the shift rises slightly, from 1.303 to 1.314 meV. For $E_D\gg k_BT$ the bracket is $E_D/k_BT$ up to exponentially small terms, so $q$ keeps its form (6). Integrating $dn/dE_D$ from neutrality, however, adds $\pi^2(k_BT)^2/3$ to $E_D^2$ in the hole density. The same offset is then balanced at a smaller $E_D$, where $q$ is smaller.

**No metal above.** Let $d\to\infty$ and ground the graphene through a distant contact. Then $a|E_D|^2+(\varepsilon/t)|E_D|=(\varepsilon/t)eV$. The first volt from neutrality, at zero temperature, shifts the Dirac point by 30.8 meV, about eight times the bound under the metal.

## Where the bound needs care

**Edges.** If the graphene ends flush with the metal, gate field lines crowd at the common edge. Treat metal and graphene together as a thin grounded half-plane. As long as the field varies little over the distance $d$, the bound is multiplied by the local field divided by $V/t$. A two-dimensional field calculation with oxide below and vacuum above gives a factor of about 1.02 at 300 nm from the edge and 1.2 at 100 nm. The bounds there are about 4.0 and 4.7 meV.

Closer in, a uniform dielectric provides an estimate. The map $x+iy=(t/\pi)(1+w+e^w)$ takes $\operatorname{Im}w=0$ to the gate and $\operatorname{Im}w=\pi$ to the half-plane at $y=t$, $x\le0$. The potential $V(1-\operatorname{Im}w/\pi)$ satisfies Laplace's equation and both boundary conditions. The field magnitude is $(V/\pi)|dw/dz|$, with $z=x+iy$ here. On the underside, where $w=p+i\pi$ and $p<0$, it is

$$
\frac{V}{t}\,\frac{1}{1-e^p},\qquad x=\frac t\pi(1+p-e^p).
$$

At 10 nm from the edge the factor is 2.56, which would raise the bound to about 10 meV. This is somewhat low for the present stack: with oxide below and vacuum above a thin metal, the factor there is close to 3 and the bound between 11 and 12 meV. The figure of 4 meV thus belongs to the interior, at least about one oxide thickness from such an edge. Graphene that continues beyond the metal as a channel is a different edge problem, not treated here.

**Real contacts.** A separation near 0.3 nm is roughly that of weakly bound metals. The offset of 0.5 eV is a round value; real offsets vary in size and sign. For the bound, the least certain parameter is the gap, since electron clouds extend into it and the effective electrostatic gap need not equal the distance between atomic planes. With the oxide held fixed, gaps of 0.1, 0.2 and 0.4 nm give bounds of 1.30, 2.59 and 5.17 meV. The zero-temperature shift of part (b) becomes 0.68, 1.04 and 1.53 meV, so its ratio of one third to the bound belongs to the 0.3 nm gap. Metals that bond strongly to graphene can destroy the cone, and then $E_D$ itself loses its meaning.

**Trapped charge.** If $10^{11}$ electrons per cm$^2$ become trapped beside the graphene during the sweep, they add $4\pi e^2\times10^{-3}\ \text{nm}^{-2}$ to the left side of (2). At fixed graphene charge this raises the Dirac point by $0.0181/3.346$ eV $=5.4$ meV, more than the gate volt lowers it. Loss of the same charge lowers it equally, so at fixed graphene charge a measured shift can exceed the bound if traps change. Graphene that shares the metal's Fermi level screens the traps as well: in the doped example their loss lowers the Dirac point by only 1.8 meV, and together with the gate volt by 3.1 meV, which is still below the bound. Near neutrality this screening is weak: starting from a neutral sheet at 300 K, the same loss together with the gate volt lowers the Dirac point by 7.2 meV, above the bound even with a shared Fermi level.

**Fields and charge exchange.** In the example the oxide field at $V=1$ V is 0.042 MV/cm, far below a breakdown field of roughly 10 MV/cm. The gap field at $V=0$ is 8.3 MV/cm, caused by the work-function offset rather than by the gate.

For tunnelling across the gap, take a rough barrier $\phi=4.5$ eV. States at the cone carry the in-plane wave vector $K=4\pi/(3\times0.246\ \text{nm})$, so they decay at the rate $\kappa=\sqrt{2m\phi/\hbar^2+K^2}$. The factor $e^{-2\kappa d}$ is about $5\times10^{-6}$. This alone does not give an exchange time, so the shared Fermi level remains an assumption. The 1.30 meV of part (b) depends on it; the bound also covers fixed charge.

The numerical output below lists the main computed values.

## Calculated quantities

```
Vacuum gap d: 0.3 nm
Oxide thickness t: 300 nm
Oxide permittivity: 3.9 (no unit)
Dirac velocity: 1.0e+06 m/s
Work-function offset: 0.50 eV
e^2: 1.4400 eV nm
hbar v: 0.6582 eV nm
1/d: 3.3333 1/nm
eps/t: 0.0130 1/nm
eps*d: 1.17 nm
Bound for 1 V: 3.885 meV
Bound for 1 V: 6.224e-15 erg
Neutral T=0, 0.01 V step, shift/bound: 0.99985
Example E_D at 0 V: 0.24992 eV
Example E_D at 1 V: 0.24861 eV
Example downward shift, T=0: 1.303 meV
Example q at 0 V: 6.645 1/nm
Example slope at 0 V: 1.301 meV/V
Example hole density at 0 V: 4.589e+12 cm^-2
Induced electrons for 1 V: 7.175e+10 cm^-2
Share of them on graphene: 66.5 %
Neutral start, no metal, 1 V shift: 30.8 meV
Temperature of use: 300 K
Thermal energy kT: 25.85 meV
Neutral q at 300 K: 0.953 1/nm
Neutral contact shift at 300 K: 3.023 meV
Example shift at 300 K: 1.314 meV
Bound for gap 0.1 nm: 1.30 meV
Bound for gap 0.2 nm: 2.59 meV
Bound for gap 0.4 nm: 5.17 meV
Edge field factor, 100 nm inside: 1.208
Edge field factor, 300 nm inside: 1.019
Bound 100 nm inside edge: 4.69 meV
Bound 300 nm inside edge: 3.96 meV
Uniform-dielectric factor at 10 nm: 2.56
Trapped electron change: 1.0e+11 cm^-2
Largest upward shift it causes: 5.41 meV
Band count over cone density: 1.00
Oxide field at 1 V: 0.0416 MV/cm
Gap field at 0 V: 8.34 MV/cm
Rough tunnel barrier: 4.5 eV
Rough gap tunnelling factor: 5e-06 (no unit)
```
